# Charge fluctuations at fixed source voltage and the thermopotentiostat update, part 2

A cell has electrodes with charges $+q$ and $-q$ and, between them, an environment with coordinates $x$; its potential energy is $U(x,q)$. The task is to sample $q$ at fixed source voltage $\Phi_0$. Charges are in $e$, voltages in V, energies in eV, lengths in Å, times in fs; $\beta = 1/kT$. The instantaneous voltage and the ensemble, with averages $\langle\cdot\rangle$, are
$$\Phi(x,q) = \frac{\partial U}{\partial q}, \tag{1}$$
$$P(x,q) = \frac{1}{Z(\Phi_0)}\, e^{-\beta [U(x,q) - \Phi_0 q]}, \qquad Z(\Phi_0) = \int dx\, dq\; e^{-\beta [U - \Phi_0 q]}. \tag{2}$$
The differential capacitance $C = d\langle q\rangle/d\Phi_0$ obeys $\mathrm{Var}\,q = kT\,C$; the bare capacitance $C_0$ is the response at frozen $x$. For time step $\Delta t$ and relaxation time $\tau = RC_0$, with $R$ the charging resistor, $h = \Delta t/\tau$ and $a = 1-e^{-h}$. The thermopotentiostat update is
$$q' = q - C_0\,[\Phi(x,q) - \Phi_0]\,(1-e^{-h}) + \xi\sqrt{kT\,C_0\,(1-e^{-2h})}, \tag{3}$$
with $\xi$ a fresh standard normal number. The Euler-Maruyama step replaces $1-e^{-h}$ by $h$ and $1-e^{-2h}$ by $2h$.

(Q) $q$ is continuous and $\partial^2 U/\partial q^2 = 1/C_0 > 0$ depends neither on $q$ nor on $x$.

(S) The environment is moved at fixed $q$, before or after (3) but not together with it, by a rule that leaves the conditional density $P(x|q)$ invariant.

Under (Q), $P(q|x)$ is a Gaussian of mean $q^*(x)$, the charge at which $\Phi = \Phi_0$, and variance $\sigma^2 = kT\,C_0$; (3) leaves it invariant. With $y = q - q^*$,
$$\Phi - \Phi_0 = \frac{q - q^*(x)}{C_0}, \tag{5}$$
$$\mathrm{Var}\,q = \langle y^2\rangle + 2\langle y\,(q^* - \langle q^*\rangle)\rangle + \mathrm{Var}\,q^* = kTC_0 + \mathrm{Var}\,q^*. \tag{7}$$

**Lemma 6.** If a move of $q$ at fixed $x$ leaves $P(q|x)$ invariant for every $x$, and a move of $x$ at fixed $q$ leaves $P(x|q)$ invariant for every $q$, then each leaves $P(x,q)$ invariant, and so does any sequence of them.

Remark 2: for integer charge $q = ne$ on an empty capacitor in Coulomb blockade, $\mathrm{Var}\,n \approx \exp[-\beta(e^2/2C_0 - e\Phi_0)]$.

## Failures of exactness

**Proposition 1 (wrong factors, frozen $x$, (Q) valid).** A step $y' = (1-\gamma)y + \xi\sigma\sqrt{\kappa}$ with $\kappa>0$ has a stationary law only if $0<\gamma<2$, and its variance is $\sigma^2\kappa/[\gamma(2-\gamma)]$.

Proof. The variance obeys $v' = (1-\gamma)^2v + \sigma^2\kappa$. This converges if and only if $|1-\gamma|<1$, to $v = \sigma^2\kappa/[1-(1-\gamma)^2]$, and $1-(1-\gamma)^2 = \gamma(2-\gamma)$. ∎

For (3), $\gamma = a$ and $\kappa = a(2-a)$, so $v = \sigma^2$. For the Euler-Maruyama step, $\gamma = h$ and $\kappa = 2h$, so
$$v = \frac{\sigma^2}{1-h/2}, \qquad h<2. \tag{12}$$
If (3) is run with $C_u = rC_0$ in both places, then by (5) the drift is $-a\,r\,y$, so $\gamma = ar$, $\kappa = r\,a(2-a)$ and
$$v = \sigma^2\,\frac{2-a}{2-ar}, \qquad ar<2. \tag{13}$$
Since $a<1$, any step is stable for $r\le 2$; for $r>2$ stability requires $h < -\ln(1-2/r)$. For small $h$ the error relative to $\sigma^2$ is $a(r-1)/2$ at leading order. It vanishes as $h\to0$, where drift and noise variance are both scaled by $r$ and the mismatch merely replaces $\tau$ by $\tau/r$.

**Proposition 2 (non-quadratic energy, frozen $x$, leading order in $a$).** Let $V(q) = U - \Phi_0q$ be smooth and let (3) be run with $C_u$ and the true $\Phi - \Phi_0 = V'$. Formally, the stationary density is $P\,[1 + a\varphi + O(a^2)]$ with
$$\varphi = \tfrac14\beta C_uV'^2 - \tfrac12C_uV'' - \tfrac12\beta V + \text{const}. \tag{14}$$

Proof. Write $\theta = kT$ and let averages be over $P \propto e^{-\beta V}$. The increment $\Delta$ is Gaussian with mean $m = -aC_uV'$ and variance $s^2 = \theta C_u(2a - a^2)$. To order $a^2$: $E\Delta^2 = s^2 + m^2 = 2a\theta C_u + a^2(C_u^2V'^2 - \theta C_u)$; $E\Delta^3 = m^3 + 3ms^2 = -6a^2\theta C_u^2V'$; $E\Delta^4 = 3s^4 = 12a^2\theta^2C_u^2$; higher moments are $O(a^3)$. Taylor expansion with the factors $1/n!$ gives $Ef(q') = f + aLf + a^2Af$, where, with $g = f'$,
$$Lf = C_u(\theta g' - V'g), \qquad Af = \tfrac12(C_u^2V'^2 - \theta C_u)\,g' - \theta C_u^2V'g'' + \tfrac12\theta^2C_u^2\,g'''.$$
Stationarity means that $aLf + a^2Af$ averages to zero over $P(1+a\varphi)$. Because $(Pg)' = P(g' - \beta V'g)$, one has $P\,Lf = C_u\theta\,(Pg)'$. Hence $\langle Lf\rangle = 0$, which settles order $a$, and integration by parts gives $\langle\varphi Lf\rangle = -C_u\theta\langle\varphi'g\rangle$. Order $a^2$ requires $C_u\theta\langle\varphi'g\rangle = \langle Af\rangle$.

The same identity shows $\theta\langle w'\rangle = \langle V'w\rangle$ for any function $w$, and it is used four times. With $w = g''$, the last term of $\langle Af\rangle$ becomes $\tfrac12\theta C_u^2\langle V'g''\rangle$, and the last two terms add to $-\tfrac12\theta C_u^2\langle V'g''\rangle$. With $w = V'g'$, $\theta\langle V'g''\rangle = \langle V'^2g'\rangle - \theta\langle V''g'\rangle$; the $V'^2$ part cancels the first term of $\langle Af\rangle$, leaving
$$\langle Af\rangle = \tfrac12\theta C_u^2\langle V''g'\rangle - \tfrac12\theta C_u\langle g'\rangle.$$
With $w = V''g$, $\theta\langle V''g'\rangle = \langle(V'V'' - \theta V''')g\rangle$, and with $w = g$, $\theta\langle g'\rangle = \langle V'g\rangle$. Since $g$ is arbitrary, $C_u\theta\,\varphi' = \tfrac12C_u^2(V'V'' - \theta V''') - \tfrac12C_uV'$. Dividing by $C_u\theta$ and integrating, with $V'V'' = (V'^2/2)'$, gives (14). ∎

The constant is fixed by $\langle\varphi\rangle = 0$. The shift of the mean is $O(a)$ and enters the variance squared, so the variance changes by $a\,\mathrm{Cov}[(q-\langle q\rangle)^2,\varphi] + O(a^2)$. For $V = y^2/2C_0$, (14) gives $\varphi = \beta(r-1)y^2/4C_0 + \text{const}$. This is constant for $r=1$, and with $\mathrm{Var}\,y^2 = 2\sigma^4$ it gives a variance shift $a(r-1)\sigma^2/2$, in agreement with (13). For the reduced model $V = q^2/2 + 0.1\,q^4$ with $kT = C_u = 1$, the exact variance is 0.6155 and (14) predicts a bias of $0.09864\,a$. The stationary vector of the discretised kernel, extrapolated to $h\to0$, gives $0.09859\,a$. Relative to the exact variance the bias is $0.0986\,a/0.6155 = 0.16\,a$. The expansion is formal in one respect. For the quartic model at any fixed $h>0$, the drift overshoots at large $|q|$ by more than it corrects, and a rare excursion into that region can grow without bound. The chain on the whole line then has no stationary density. For small $a$ such escapes are extremely rare, and (14) describes the long-lived distribution in the thermally populated region, which is the region covered by the finite grid of the program. In this model the escape becomes a practical instability at larger $h$. A non-quadratic energy that grows more slowly need not show it, but the step must still be kept small to limit the bias.

**Proposition 3 (integrator and ordering, harmonic environment).** Let $U = (q-s)^2/2C_0 + s^2/2C_s$ with a polarisation charge $s$ of mass $m$ and momentum $p$. Alternating (3) with velocity Verlet at fixed $q$ samples $(q,s)$ exactly and gives $\langle p^2\rangle = mkT(1-\omega^2\Delta t^2/4)$, for $\omega\Delta t<2$. Updating $q$ and $(s,p)$ together from the old values does not preserve this law.

Proof. The ensemble is Gaussian, so the mean is the minimum of $U - \Phi_0q$: $(q-s)/C_0 = \Phi_0$ and $s/C_s = (q-s)/C_0$, giving $\langle q\rangle = (C_0+C_s)\Phi_0$ and $C = C_0 + C_s$. At fixed $q$, completing the square in $s$ gives $U = k_su^2/2 + (\text{terms in } q)$ with $k_s = 1/C_0 + 1/C_s$, $u = s - bq$, $b = 1/(C_0k_s) = C_s/C$, and $\omega^2 = k_s/m$. Verlet reads $p_{1/2} = p - \tfrac12\Delta t\,k_su$, $u' = u + \Delta t\,p_{1/2}/m$, $p' = p_{1/2} - \tfrac12\Delta t\,k_su'$. With $w = \omega^2\Delta t^2$, $c = 1-w/2$ and $\lambda = 1-w/4$, substitution gives $u' = cu + \Delta t\,p/m$ and
$$p' = p - \tfrac12\Delta t\,k_s(u+u') = cp - k_s\Delta t\,\lambda u,$$
because $(1+c)/2 = \lambda$. The determinant of the map is $c^2 + w\lambda = (1 - w + w^2/4) + (w - w^2/4) = 1$. For $I = k_su^2 + p^2/m\lambda$,
$$k_su'^2 = k_sc^2u^2 + \frac{2ck_s\Delta t}{m}\,up + \frac{w\,p^2}{m}, \qquad \frac{p'^2}{m\lambda} = \frac{c^2p^2}{m\lambda} - \frac{2ck_s\Delta t}{m}\,up + k_sw\lambda\,u^2.$$
The cross terms cancel, and both squares are multiplied by $c^2 + w\lambda = 1$, so $I' = I$. A volume-preserving map that conserves $I$ leaves $e^{-\beta I/2}$ invariant. This density, normalisable for $\lambda>0$, is the exact $P(s|q)$ times a Gaussian in $p$ of variance $m\lambda kT$ that does not depend on $q$. Lemma 6 applies to the product of $P(s,q)$ with that Gaussian.

For the simultaneous scheme, start from this law, in which $q$, $u$, $p$ are independent. Here $q^* = s + C_0\Phi_0$, so $q' = (1-a+ab)q + au + \text{const} + \text{noise}$, while $s' = bq + cu + \Delta t\,p/m$. Then $\mathrm{Cov}(q',s') = (1-a+ab)\,b\,\mathrm{Var}\,q + ac\,\mathrm{Var}\,u$. The same expression with $c=1$ is $\mathrm{Cov}(q',s)$, which equals the exact $\mathrm{Cov}(q,s)$ by Lemma 6. The covariance is therefore changed by $-a(1-c)\mathrm{Var}\,u = -a\,w\,kT/2k_s \ne 0$. ∎

For $C_s = 3C_0$, $\omega\Delta t = 0.5$ and $h = 0.5$, the Lyapunov equation of the linear chain gives $\mathrm{Var}\,q/kTC = 1$ and $\langle p^2\rangle/mkT = 0.9375 = 1 - 0.25/4$ in sequence, and $\mathrm{Var}\,q/kTC = 0.755$ for the simultaneous update, 25% below $kTC$. No thermostat acts on $p$ in this model; the mode is brought to temperature through its coupling to $q$ alone. The kinetic deficit belongs to Verlet. For an anharmonic environment Verlet satisfies (S) only approximately, and its error then reaches the configurations as well.

**Proposition 4 (wrong factors in the coupled chain, harmonic environment).** In the model of Proposition 3, let $s$ be redrawn from $P(s|q)$ and then $q$ moved with the factors $\gamma,\kappa$ of Proposition 1. With $r_0 = C/C_0$ and $0<\gamma<2r_0$, the condition for a stationary law,
$$\frac{\mathrm{Var}\,q}{kT\,C} - 1 = \frac{\kappa - \gamma(2-\gamma)}{\gamma\,(2-\gamma/r_0)}. \tag{15}$$

Proof. $1 - b = C_0/C = 1/r_0$, and $\mathrm{Var}\,u = kT/k_s = b\,\sigma^2$. Up to a constant, $q' = q - \gamma(q - bq - u) + \xi\sigma\sqrt\kappa = (1-\gamma/r_0)q + \gamma u + \xi\sigma\sqrt\kappa$ with $u$ fresh and independent of $q$. As in Proposition 1, $\mathrm{Var}\,q = \sigma^2(\gamma^2b+\kappa)/[(\gamma/r_0)(2-\gamma/r_0)]$. Dividing by $kTC = r_0\sigma^2$ gives $(\gamma^2b+\kappa)/[\gamma(2-\gamma/r_0)]$. Subtracting 1, the numerator is $\kappa + \gamma^2(1-1/r_0) - 2\gamma + \gamma^2/r_0 = \kappa - \gamma(2-\gamma)$. ∎

For Euler-Maruyama the numerator is $h^2$ and the excess is $h/(2-h/r_0)$. For $C_u = C$, $\gamma = ar_0$, the numerator is $ar_0[(2-a) - (2-ar_0)] = a^2r_0(r_0-1)$, and the excess is $a(r_0-1)/(2-a)$. At small $h$ these equal the relative errors of (12) and (13), now relative to the whole $kTC$: the part $bq$ of $s$ follows $q$, so the restoring factor is $\gamma/r_0$ instead of $\gamma$, and the same surplus $\kappa - \gamma(2-\gamma)$ produces an absolute excess about $r_0$ times the frozen one, while the spread of $u$ is reset to $kT/k_s$ at each redraw of $s$.

## Worked example

The parameters are round model values: plate area $A = 100$ Å$^2$, gap $d = 10$ Å, $T = 300$ K, $\Phi_0 = 1$ V, and $N = 10$ rigid dipoles of moment $\mu = 0.5\ e$Å between the plates.

**Energy.** The plates are uniform sheets, $+q$ at $z=0$ and $-q$ at $z=d$, in a laterally periodic cell. A charge $Q_j$ at height $z_j$ contributes $-(Q_j/A)|z-z_j|/2\varepsilon_0$ to the plane-averaged potential. For $0\le z_j\le d$ its contribution to the potential at $0$ minus that at $d$ is $Q_j(d-2z_j)/2\varepsilon_0A$. The plates give $qd/2\varepsilon_0A$ each. The charges in between sum to zero, so they give $-\sum_jQ_jz_j/\varepsilon_0A = -M/\varepsilon_0A$ with $M = \mu\sum_i\cos\theta_i$. Therefore
$$\Phi = \frac{q - M/d}{C_0}, \qquad C_0 = \frac{\varepsilon_0A}{d}, \qquad q^* = C_0\Phi_0 + \frac Md,$$
and integrating (1), $U = (q-M/d)^2/2C_0 + \tilde W(x)$. The model sets $\tilde W = 0$: with the plates short-circuited ($\Phi=0$) the dipoles do not interact. (Q) holds.

**Closed form.** With $y = q - q^*$, $q - M/d = y + C_0\Phi_0$, so $U - \Phi_0q = y^2/2C_0 - C_0\Phi_0^2/2 - \Phi_0M/d$, the terms $\pm\Phi_0y$ cancelling. Each $\cos\theta_i$ is uniform on $[-1,1]$ a priori, and $\tfrac12\int_{-1}^1e^{\zeta t}dt = \sinh\zeta/\zeta$ with $\zeta = \beta\mu\Phi_0/d$ (printed as x by the program). Thus
$$\ln Z = \text{const} + \tfrac12\beta C_0\Phi_0^2 + N\ln\frac{\sinh\zeta}{\zeta}.$$
With the Langevin function $L = \coth\zeta - 1/\zeta = d\ln(\sinh\zeta/\zeta)/d\zeta$ and $d\zeta/d\Phi_0 = \beta\mu/d$,
$$\langle q\rangle = C_0\Phi_0 + N\frac\mu d\,L(\zeta), \qquad C = C_0 + N\beta\left(\frac\mu d\right)^2L'(\zeta), \qquad L' = \frac1{\zeta^2} - \frac1{\sinh^2\zeta}.$$
For $\zeta\to0$, $\sinh^{-2}\zeta = \zeta^{-2} - \tfrac13 + \dots$ gives $L' = \tfrac13$. For $\zeta\to\infty$, $L'\to1/\zeta^2$: the dipoles saturate and $C\to C_0$.

**Capacitances and fluctuations.** With $kT = 0.025852$ eV and $\varepsilon_0 = 0.00552635\ e/(\text{V Å})$, $C_0 = 0.00552635\times100/10 = 0.05526\ e/$V, or $0.885\ \mu$F/cm$^2$. The field parameter is $\zeta = 0.5\times1/(10\times0.025852) = 1.934$, where $L' = 0.1801$. The prefactor is $10\times0.05^2/0.025852 = 0.9670\ e/$V, so $C - C_0 = 0.9670\times0.1801 = 0.1742\ e/$V and $C = 0.2295\ e/$V, or $3.68\ \mu$F/cm$^2$. At $\Phi_0 = 0$ the value is $0.05526 + 0.9670/3 = 0.3776\ e/$V.

Direct quadrature of (2) over $q$ and $M$ gives $\langle q\rangle = 0.3181\ e$ and $\mathrm{Var}\,q = 0.005932\ e^2$, while $kTC = 0.025852\times0.229465 = 0.005932\ e^2$. The ratio $\langle q\rangle/\Phi_0 = 0.318\ e/$V would give the wrong variance; it exceeds the slope because of saturation. The split (7) reads $0.001429 + 0.004503 = 0.005932\ e^2$, so pinning $q = q^*$ would lose $0.001429/0.005932 = 24\%$ of the variance. The standard deviation of the charge is $0.0770\ e$, against the frozen-environment width $\sqrt{kTC_0} = 0.0378\ e$. The standard deviation of the voltage is $\sqrt{0.025852/0.0552635} = 0.684$ V, comparable to $\Phi_0$ itself; since $C_0\propto A$ it falls as $A^{-1/2}$.

With integer charges the empty cell would be frozen. The charging energy is $e^2/2C_0 = 9.05$ eV, the exponent of Remark 2 is $(9.04756 - 1)/0.025852 = 311.3$, and the sum over $n$ gives a variance of $6\times10^{-136}\ e^2$.

**One step.** For $\Delta t = 1$ fs and $\tau = 10$ fs, $h = 0.1$, $a = 0.09516$, $1 - e^{-2h} = 0.18127$, and the equivalent resistor is $R = \tau/C_0 = 1.13\times10^6\ \Omega$. Here $\hbar/\tau = 0.066$ eV is about $2.5\,kT$, so a real circuit with these values would have quantum noise and a larger charge variance; $R$ is a parameter of the classical sampling scheme. Take $q = 0.3\ e$, $M = 2.5\ e$Å, $\xi = 0.5$. Then $\Phi = (0.3 - 0.25)/0.0552635 = 0.9048$ V, below $\Phi_0$, so charge flows in, towards $q^* = 0.3053\ e$. The drift is $0.0552635\times(1 - 0.904756)\times0.0951626 = 0.00050\ e$. The noise width is $\sqrt{0.00142867\times0.181269} = 0.01609\ e$. The new charge is $0.3 + 0.00050 + 0.5\times0.01609 = 0.30855\ e$.

**Sampling.** In the chain that redraws $M$ from $P(M|q)$ and then applies (3), the stationary variance of the discretised kernel equals $kTC$ within a relative $10^{-7}$ for $h = 0.1$, $1$ and $10$. A Monte Carlo run with explicit dipoles, Metropolis moves and $h=1$ gives $0.005931\pm0.000014\ e^2$ (one standard error) against $0.005932\ e^2$.

**Biased variants.** At frozen $M$ and $h = 0.1$, Euler-Maruyama inflates $kTC_0$ by the factor $1/(1-0.05) = 1.053$. Using $C$ in place of $C_0$ means $r = 4.152$, and (13) gives $(2 - 0.09516)/(2 - 0.09516\times4.152) = 1.187$; that variant turns unstable at frozen $M$ for $\Delta t$ above $6.57$ fs. In the coupled chain the computed values of $\mathrm{Var}\,q/kTC$ are 1.265 for Euler-Maruyama at $h = 0.5$ and 1.157 for $C_u = C$ at $h=0.1$. If the error stayed in the bare part of (7), the Euler excess would be $kTC_0/3$ by (12), which is $1/(3\times4.152) = 8\%$ of $kTC$; the computed excess is 26.5%. Formula (15), which replaces the dipoles by a harmonic mode of the same $C$, gives $0.5/(2 - 0.5/4.152) = 0.266$ and $0.09516\times3.152/1.9048 = 0.157$ for the two cases. In these two cases the feedback through the environment accounts for the computed excesses to about $10^{-3}$ of $kTC$. Formula (15) is exact only for a harmonic mode, and its deviation for the dipoles grows with the step.

The numerical check, with its output, contains the checks cited and the numbers used.

## Computed results

```
A = 100 A^2
d = 10 A
T = 300 K
Phi0 = 1 V
N = 10
mu = 0.5 e A
dt = 1 fs
tau = 10 fs
kT = 0.025852 eV
eps0 = 0.00552635 e/(V A)
C0 = 0.0552635 e/V
C0/A = 0.885419 uF/cm^2
x=mu Phi0/(d kT) = 1.93409
L'(x) = 0.180138
N(mu/d)^2/kT = 0.967043 e/V
C-C0 = 0.174202 e/V
C = 0.229465 e/V
C/A = 3.67644 uF/cm^2
C at Phi0=0 = 0.377611 e/V
<q> = 0.318086 e
Var q (quadrature) = 0.00593213 e^2
kT C = 0.00593213 e^2
kT C0 = 0.00142867 e^2
Var q* = 0.00450346 e^2
rms q = 0.0770203 e
sqrt(kT C0) = 0.0377978 e
rms Phi = 0.683956 V
e^2/(2 C0) = 9.04756 eV
Var n, integer charge, bare cell = 6.41023e-136 e^2
LC Var q/(kT C), hbar w = 2 kT = 1.31304
quartic: exact Var (reduced) = 0.615527
quartic: bias/a predicted = 0.0986372
quartic: bias/a from kernel = 0.0985944
Verlet h=0.5 sequential Var q/kTC = 1
Verlet h=0.5 <p^2>/(m kT) = 0.9375
Verlet h=0.5 simultaneous Var q/kTC = 0.75485
chain Var q/kTC, h=0.1 = 1
chain Var q/kTC, h=1 = 1
chain Var q/kTC, h=10 = 1
chain Var q/kTC, Euler h=0.5 = 1.26502
chain Var q/kTC, C_u=C, h=dt/tau = 1.15699
MC Var q, h=1 = 0.00593055 e^2
MC standard error = 1.44426e-05 e^2
R=tau/C0 = 1.12941e+06 Ohm
h = 0.1
a = 0.0951626
1-exp(-2h) = 0.181269
step: q = 0.3 e
step: M = 2.5 e A
step: xi = 0.5
step: Phi = 0.904756 V
step: q* = 0.305263 e
step: drift = 0.000500888 e
step: noise width = 0.0160927 e
step: q' = 0.308547 e
frozen Euler factor = 1.05263
r=C/C0 = 4.1522
frozen mismatch factor = 1.18691
largest stable dt, C_u=C = 6.57148 fs
```
